# Sub-Poissonian layer counts in nanowire growth from a depleting droplet

A nanowire grows under a liquid droplet that dissolves material from the vapour and passes it to the crystal. Each layer starts with one nucleation event and then spreads over the whole top facet, taking \(n_L\) atoms from the droplet. The supersaturation falls, the next nucleation becomes less likely, and the external supply restores the droplet. The problem asks how this feedback limits the fluctuations of the number \(N(T)\) of layers grown in a time \(T\).

Assumptions: there is one nucleation per layer; a layer is completed in a time short compared with the mean interval between layers; the droplet is well mixed and keeps its shape; the supply is a smooth function of droplet content; counting starts in the statistically stationary state. The effects of random atom arrival and of differences between wires are estimated in part (e).

## (a) How strongly does one layer reduce the nucleation rate?

*A disc-shaped nucleus has step energy \(\Gamma\) per unit length, area \(A\) per atom, and gains \(\Delta\mu\) per atom on crystallising. The droplet is an ideal solution of \(N_{\rm Si}\) silicon and \(N_{\rm Au}\) gold atoms. Find the drop \(\kappa\) in the logarithm of the nucleation rate when one layer is removed.*

**Solution.** A nucleus of radius \(r\) costs

\[
\Delta G(r)=2\pi r\Gamma-\frac{\pi r^2}{A}\Delta\mu .
\]

Setting \(d\Delta G/dr=2\pi\Gamma-2\pi r\Delta\mu/A=0\) gives \(r^*=\Gamma A/\Delta\mu\). The barrier and the number of atoms in the critical nucleus are therefore

\[
\Delta G^*=\frac{2\pi\Gamma^2A}{\Delta\mu}-\frac{\pi\Gamma^2A}{\Delta\mu}=\frac{\pi\Gamma^2A}{\Delta\mu},\qquad
i^*=\frac{\pi r^{*2}}{A}=\frac{\pi\Gamma^2A}{\Delta\mu^2}.
\]

Take the rate as \(J\propto\exp(-\Delta G^*/kT)\) with a constant prefactor. Then

\[
\frac{d\ln J}{d\Delta\mu}=-\frac1{kT}\frac{d\Delta G^*}{d\Delta\mu}=\frac{i^*}{kT}.
\]

In an ideal solution \(\Delta\mu\) varies as \(kT\ln c\), where \(c=N_{\rm Si}/(N_{\rm Si}+N_{\rm Au})\). At fixed \(N_{\rm Au}\),

\[
\frac{d\ln c}{dN_{\rm Si}}=\frac1{N_{\rm Si}}-\frac1{N_{\rm Si}+N_{\rm Au}}=\frac{1-c}{N_{\rm Si}} .
\]

Removing \(n_L\ll N_{\rm Si}\) atoms thus lowers \(\ln J\) by

\[
\boxed{\kappa=i^*(1-c)\,\frac{n_L}{N_{\rm Si}}}
\]

A small fractional depletion is amplified by the size of the critical nucleus. For fixed droplet shape, \(c\) and \(\Delta\mu\), \(n_L\propto R^2\) and \(N_{\rm Si}\propto R^3\), so \(\kappa\propto1/R\): small droplets have the stronger feedback.

## (b) What is the count variance for weak depletion?

*Linearise the recovery about the working point and find \(\operatorname{Var}N(T)\) for \(\kappa\ll1\).*

**Solution.** Let \(x\) be the deviation of \(\ln J\) from its mean, and \(\lambda\) the mean layer rate. The content must balance on average, so the mean supply raises \(x\) at the rate \(\kappa\lambda\). If the net supply falls as the droplet fills, because material leaks out or less is taken up, its slope defines a time \(\tau\):

\[
dx=\Big(\kappa\lambda-\frac x\tau\Big)dt-\kappa\,dN .
\]

The nucleation rate is \(\lambda_0e^x\), with \(\lambda_0\) fixed by the mean rate \(\lambda\). To first order in \(x\) it is \(\lambda(1+x)\). Write

\[
dN=\lambda(1+x)\,dt+dM ,
\]

where \(dM\) is the unpredictable part of the count. It has zero mean given the past, is uncorrelated between different times, and has mean square \(\lambda\,dt\), since a rare event of probability \(p\) has variance \(p\) to first order. Inserting \(dN\),

\[
dx=-\gamma x\,dt-\kappa\,dM,\qquad \gamma=\frac1\tau+\kappa\lambda .
\]

Nucleation itself speeds up the recovery: a full droplet is emptied sooner.

Stationarity of \(\langle x^2\rangle\) requires \(-2\gamma\langle x^2\rangle+\kappa^2\lambda=0\), so for \(u\ge0\)

\[
\langle x(t)x(t+u)\rangle=\frac{\kappa^2\lambda}{2\gamma}e^{-\gamma u}.
\]

The noise at time \(t\) also acts on later \(x\): \(\langle dM(t)\,x(t+u)\rangle=-\kappa\lambda e^{-\gamma u}dt\) for \(u>0\). The noise at \(t+u\) is uncorrelated with the earlier \(x(t)\). The covariance density of the counts at separation \(u>0\) is therefore

\[
C(u)=\lambda^2\frac{\kappa^2\lambda}{2\gamma}e^{-\gamma u}-\kappa\lambda^2e^{-\gamma u}
=-\kappa\lambda^2\Big(1-\frac{\kappa\lambda}{2\gamma}\Big)e^{-\gamma u}.
\]

With \(\kappa\lambda=\gamma-1/\tau\) the bracket equals \((\gamma+1/\tau)/(2\gamma)\), and

\[
C(u)=-\lambda\,\frac{\gamma^2-\tau^{-2}}{2\gamma}\,e^{-\gamma u}=-\frac{\lambda\gamma}{2}(1-F)e^{-\gamma u},\qquad F=\frac1{(\gamma\tau)^2}=\frac1{(1+\kappa\lambda\tau)^2}.
\]

The variance is the Poisson term plus twice the sum over ordered pairs of times:

\[
\operatorname{Var}N=\lambda T+2\int_0^T(T-u)C(u)\,du,\qquad
\int_0^T(T-u)e^{-\gamma u}du=\frac T\gamma-\frac{1-e^{-\gamma T}}{\gamma^2}.
\]

Hence

\[
\boxed{\operatorname{Var}N(T)=\lambda\left[FT+(1-F)\frac{1-e^{-\gamma T}}{\gamma}\right]}
\]

Since \(1-e^{-\gamma T}<\gamma T\), this lies below the Poisson value \(\lambda T\) for every \(T>0\) when \(\kappa>0\). For \(\gamma T\ll1\) it approaches \(\lambda T\), because the feedback has had no time to act. For \(\gamma T\gg1\) the variance grows with slope \(F\lambda\).

Sub-Poissonian counting therefore does not by itself bound the length noise. With leakage the droplet forgets past surpluses and deficits, and the variance keeps growing. Without leakage, \(\tau\to\infty\) gives \(F=0\) and

\[
\operatorname{Var}N=\frac{1-e^{-\kappa\lambda T}}{\kappa}\longrightarrow\frac1\kappa .
\]

The expansion needs \(\langle x^2\rangle\le\kappa/2\ll1\). A simulation with the full exponential rate, \(\kappa=0.2\) and \(\tau\) equal to 5 mean intervals, with a sampling error of about 1 %, gave \(\operatorname{Var}N/\langle N\rangle=0.859,\ 0.572,\ 0.292\) after 1, 5 and 40 intervals; the formula, evaluated at the simulated mean rate (about 1 % above the nominal one), gives 0.867, 0.571, 0.294, and at the nominal rate 0.868, 0.574, 0.297.

## (c) What replaces \(1/\kappa\) when depletion is not weak?

*Take \(\tau\to\infty\), keep the rate \(\lambda_0e^x\), and find the long-time variance for any \(\kappa\), averaged over \(T\) across one mean interval \(1/\lambda\).*

**Solution.** Integrating \(dx=\kappa\lambda\,dt-\kappa\,dN\) gives

\[
N(T)=\lambda T+\frac{x(0)-x(T)}{\kappa}.
\]

Because \(N\) is an integer, \(x(T)/\kappa\) equals \(x(0)/\kappa+\lambda T\) up to an integer. The phase, meaning the fractional part of \(x/\kappa\), is therefore never forgotten, although at long times everything else about \(x(0)\) is. The phase advances at a constant rate, so it is uniformly distributed in the stationary state. Averaging over \(T\) across one mean interval makes the final phase uniform whatever \(x(0)\) was, and the covariance of \(x(0)\) and \(x(T)\) then averages to zero. Writing \(\operatorname{Var}N(\infty)\) for the long-time variance averaged in this way, \(\operatorname{Var}N(\infty)=2\operatorname{Var}x/\kappa^2\). The stationary variance of \(x\) is needed.

**A recurrence for the moments.** Let \(\phi(\theta)=\langle e^{\theta x}\rangle\), taken to be finite for \(\theta\ge0\). The ramp changes \(e^{\theta x}\) at the rate \(\kappa\lambda\theta e^{\theta x}\); a nucleation multiplies it by \(e^{-\kappa\theta}\). Stationarity requires

\[
0=\kappa\lambda\theta\,\phi(\theta)-\lambda_0(1-e^{-\kappa\theta})\,\phi(\theta+1).
\]

With \(L=\ln\phi\), this reads \(L(\theta+1)-L(\theta)=G(\theta)\), where

\[
G(\theta)=\ln\frac{\kappa\lambda}{\lambda_0}+\ln\theta-\ln(1-e^{-\kappa\theta}).
\]

Differentiating twice,

\[
L''(\theta)-L''(\theta+1)=w(\theta),\qquad w(\theta)=\frac1{\theta^2}-\frac{\kappa^2}{4\sinh^2(\kappa\theta/2)}\ge0 .
\]

**Choice of solution.** Iteration suggests \(L''(\theta)=\sum_{n\ge0}w(\theta+n)\), but a function of period 1 could be added to \(L\). Convexity excludes this. \(L\) is convex, because \(L''\) is the variance of \(x\) under the weight \(e^{\theta x}\). For integer \(K\) and \(0<s\le1\), the ordering of slopes of a convex function gives

\[
sG(K-1)\le L(K+s)-L(K)\le sG(K).
\]

Since \(G(K)-G(K-1)\to0\), the bracket closes; stepping back with the recurrence then fixes \(L(s)\) up to a constant. There is thus one convex solution up to a constant.

The sum supplies it. Integrate it twice to get a convex \(L\). The mismatch \(L(\theta+1)-L(\theta)-G(\theta)\) has zero second derivative, so it is linear in \(\theta\). Its slope vanishes because \(L''\) and \(G'\) both tend to zero at large \(\theta\), and the remaining constant is removed by adding a linear term to \(L\).

**The variance.** Let \(\theta\to0\). From \(1/(4\sinh^2(u/2))=1/u^2-1/12+\dots\), \(w(0)=\kappa^2/12\), so

\[
\operatorname{Var}x=\frac{\kappa^2}{12}+\sum_{n\ge1}\left[\frac1{n^2}-\frac{\kappa^2}{4\sinh^2(\kappa n/2)}\right].
\]

To sum this, define the even function \(f(u)=1/u^2-1/(4\sinh^2(u/2))\), with \(f(0)=1/12\). Then

\[
\operatorname{Var}x=\kappa^2f(0)+\kappa^2\sum_{n\ge1}f(\kappa n)=\frac{\kappa^2}{24}+\frac{\kappa^2}{2}\sum_{n=-\infty}^{\infty}f(\kappa n).
\]

Poisson summation gives \(\sum_nf(\kappa n)=\kappa^{-1}\sum_m\hat f(2\pi m/\kappa)\), with \(\hat f(k)=\int f(u)e^{iku}du\). For \(k>0\), close the contour in the upper half-plane. Near \(u_j=2\pi ij\), \(j\ge1\), \(f\simeq-1/(u-u_j)^2\), so the residue of \(fe^{iku}\) is \(-ike^{-2\pi jk}\). Thus

\[
\hat f(k)=2\pi k\sum_{j\ge1}e^{-2\pi jk}=\frac{2\pi k}{e^{2\pi k}-1},\qquad \hat f(0)=1,
\]

the last value following by continuity. The terms \(\pm m\) are equal. Multiplying \(\operatorname{Var}x\) by \(2/\kappa^2\),

\[
\boxed{\operatorname{Var}N(\infty)=\frac1\kappa+\frac1{12}+\frac{8\pi^2}{\kappa^2}\sum_{m\ge1}\frac{m}{e^{4\pi^2m/\kappa}-1}}
\]

For small \(\kappa\) the sum is exponentially small, and the correction to part (b) is \(1/12\). For large \(\kappa\) the hyperbolic terms in \(\operatorname{Var}x\) vanish and \(\sum1/n^2=\pi^2/6\) remains, so

\[
\operatorname{Var}N\simeq\frac16+\frac{\pi^2}{3\kappa^2}.
\]

Growth is then almost periodic. The limit \(1/6\) is the sum of two variances \(1/12\), one for a uniformly distributed phase at each end of the count; the two phases are independent only through the average over \(T\).

**Oscillation at fixed \(T\).** The convex solution found above can be written

\[
\phi(\theta)\propto\Big(\frac{\kappa\lambda}{\lambda_0}\Big)^{\theta}\,\Gamma_{\rm E}(\theta)\prod_{n\ge0}\big(1-e^{-\kappa(\theta+n)}\big),
\]

with \(\Gamma_{\rm E}\) the gamma function: it obeys the recurrence, and its logarithm has the second derivative \(\sum_n w(\theta+n)\). At \(\theta_m=2\pi im/\kappa\) the factor \(1-e^{-\kappa\theta}\) vanishes, so differentiating the recurrence there gives \(\phi'(\theta_m)=\lambda_0\phi(1+\theta_m)/(\lambda\theta_m)\). The product has the same value at \(1+\theta_m\) as at 1, and \(\phi(1)=\lambda/\lambda_0\) from the recurrence at \(\theta\to0\). The mean of \(x/\kappa\) at given phase therefore has Fourier coefficients \(c_m=\phi'(\theta_m)/\kappa\) with

\[
|c_m|^2=\frac{|\Gamma_{\rm E}(1+\theta_m)|^2}{4\pi^2m^2}=\frac{1}{2\kappa m\sinh(2\pi^2m/\kappa)},
\]

using \(|\Gamma_{\rm E}(1+ik)|^2=\pi k/\sinh\pi k\). The long-time covariance of \(x(0)/\kappa\) and \(x(T)/\kappa\) is \(2\sum_{m\ge1}|c_m|^2\cos(2\pi m\lambda T)\), and twice this is subtracted from the average:

\[
\operatorname{Var}N(T)\simeq\operatorname{Var}N(\infty)-\frac2\kappa\sum_{m\ge1}\frac{\cos(2\pi m\lambda T)}{m\sinh(2\pi^2m/\kappa)} .
\]

The amplitude of the first term is below \(10^{-9}\) at \(\kappa=0.85\), about 0.002 at \(\kappa=3\) and about 0.04 at \(\kappa=8\). The saturated variance in the program is the average over \(T\).

An independent numerical solution for the stationary density of \(x\) gave 3.4167, 0.4167 and 0.2174 for \(\kappa=0.3\), 3 and 8, equal to the formula at the printed precision. At \(\kappa=8\) the linear value \(1/\kappa=0.125\) is far too low.

## (d) Does each layer really delay the next?

*Still without leakage, compare the nucleation rate just after an event with its mean, and show that depletion lengthens the wait.*

**Solution.** Events select states in proportion to their rate. The mean rate just after an event is therefore

\[
\lambda_+=\frac{\langle\lambda_0e^x\,\lambda_0e^{x-\kappa}\rangle}{\lambda}=\frac{\lambda_0^2e^{-\kappa}\phi(2)}{\lambda}.
\]

The recurrence gives \(\phi(1)=\lambda/\lambda_0\) for \(\theta\to0\) and \(\phi(2)=\kappa\lambda\,\phi(1)/[\lambda_0(1-e^{-\kappa})]\) for \(\theta=1\). Hence

\[
\boxed{\frac{\lambda_+}{\lambda}=\frac{\kappa}{e^\kappa-1}<1}
\]

This is nucleation antibunching. For small \(\kappa\) it is \(1-\kappa/2\), in agreement with \(1+C(0^+)/\lambda^2\) from part (b).

For the wait itself, let \(a\) be the value of \(x\) just after depletion. The next event occurs when the accumulated rate reaches an exponentially distributed number \(E\) of unit mean:

\[
E=\lambda_0e^a\int_0^te^{\kappa\lambda s}ds
\quad\Rightarrow\quad
t=\frac1{\kappa\lambda}\ln\!\left(1+\frac{\kappa\lambda E}{\lambda_0}e^{-a}\right).
\]

Without the depletion, \(a\) would be replaced by \(a+\kappa\), and the same \(E\) would give a shorter \(t\). In this model every depletion therefore delays the next nucleation.

## (e) How uniform is a silicon wire?

*Apply the results to a 1000 nm silicon wire of 30 nm radius under a hemispherical Au–Si droplet at 750 K, growing at 1 nm/s (60 nm/min). Take \(c=0.25\), liquid volume 0.018 nm³ per atom, \(\Gamma=0.50\) eV/nm and \(\Delta\mu=0.050\) eV. Estimate the neglected effects.*

**Solution.** With \(A=0.06386\) nm² per atom, a layer holds \(n_L=\pi(30)^2/0.06386\approx44\,300\) atoms. The droplet holds about 785,000 silicon atoms, so a layer takes 5.6 % of them. The barrier is \(\pi(0.50)^2(0.0639)/0.050=1.00\) eV, or 15.5 \(kT\), and \(i^*=1.00/0.050\approx20\). Thus

\[
\kappa=20.06\times0.75\times0.0564=0.85 .
\]

The layer height is 0.3136 nm, so the layer rate is 3.19 s⁻¹ and the mean interval 0.31 s. Just after a nucleation the mean rate is 0.64 of its average. Simulation gives a mean delay of 0.42 intervals, or 0.13 s, and a correlation of −0.24 between neighbouring waiting times: a short wait tends to be followed by a long one.

Without leakage,

\[
\operatorname{Var}N=1.179+0.083=1.26,\qquad \sigma_N=1.12 .
\]

The length spread is \(1.12\times0.3136=0.35\) nm. Poisson statistics for the same 3189 layers would give \(\sqrt{3189}=56.5\) layers, or 17.7 nm.

**Leakage.** Suppose \(\tau=20\) s, with the supply raised to hold \(\lambda\) fixed. Then \(\kappa\lambda\tau=54.1\) and \(F=1/(55.1)^2=3.3\times10^{-4}\). The formula of part (b) is only an estimate here, because \(\kappa\) is not small; without leakage it is too low by 0.08. Its growing term contributes \(F\lambda T=1.05\) and its saturated term 1.16. The total of about 2.2 gives a spread of about 1.5 layers. Both terms are somewhat low at this \(\kappa\): with the full exponential rate the growing term is nearer 1.13, the variance is about 2.4 and the spread lies between 1.5 and 1.6 layers.

**Droplet law.** Keeping the full dependence of the barrier on droplet content changes the variance by −0.8 %. A prefactor proportional to \(c\) raises \(\kappa\) to 0.89 and lowers the variance to 1.21. The ideal-solution assumption matters more: if \(\Delta\mu\) responded twice as strongly to composition, the variance would be 0.67. The real liquid must respond more strongly still if it is to have \(\Delta\mu=0.050\) eV at \(c=0.25\). With equilibrium at 19 % silicon the mean factor is \(0.050/[kT\ln(0.25/0.19)]\approx2.8\), which gives \(\kappa\approx2.4\) and a variance near 0.50; with equilibrium at 22 % the factor is about 6, \(\kappa\approx5\) and the variance near 0.28. The ideal-solution value \(\kappa=0.85\) therefore understates the feedback for these inputs.

**Random arrival.** If atoms arrive independently, the number arriving in \(T\) has variance equal to its mean \(n_L\lambda T\). Divided by \(n_L^2\), this adds \(\lambda T/n_L=3189/44\,275=0.07\) to the variance of \(N\). It grows with \(T\), so even a leak-free wire has a long-time Fano floor \(1/n_L\).

**Layer completion.** For a rough liquid diffusivity of \(10^9\) nm²/s the mixing time \(R^2/D\) is about 1 µs, far below 0.31 s. In the ideal-solution model the silicon above equilibrium would supply about 11 layers. That model puts equilibrium at 11.5 % silicon, below the Au–Si eutectic composition of about 19 %, so the real reserve is smaller, less than six layers. The droplet can finish a layer without waiting for the vapour only if the reserve exceeds one layer. None of this proves that the step itself crosses the facet quickly; that remains an assumption.

**Nuclei per layer.** The nucleation rate and the step speed are both proportional to the rate at which atoms attach. The number of nuclei formed while one step crosses the facet therefore depends mainly on the barrier. For a rough estimate, count one attempt per facet site in the time an atom takes to attach. Then about \(44\,275\,e^{-15.5}\approx0.008\) nuclei form per attachment time, and a step needs at least \(R/\sqrt A\approx120\) such times to advance by one radius. The product is about one, with a prefactor uncertain by orders of magnitude; it is far below one if \(\Delta\mu\) is halved and the barrier doubles. The same product is the ratio of the step crossing time to the mean interval between layers. At 3.19 layers per second a barrier of 15.5 \(kT\) implies an attachment time of about 2.5 ms and a crossing time of about 0.3 s, whereas an attachment time of order \(A/D\approx6\times10^{-11}\) s would require a barrier near 33 \(kT\); the growth rate thus ties \(\Gamma\) and \(\Delta\mu\) together. In this estimate the values chosen here lie near the edge of the assumptions of one nucleation per layer and of rapid completion: the numbers in this part illustrate the formulas and do not predict the spread of a real wire.

**The real case.** Gold-catalysed silicon wires with radii of tens of nanometres, grown from a gaseous precursor at roughly this temperature and speed, are the process meant here. The least certain inputs are \(\Gamma\) and \(\Delta\mu\), since \(\kappa\propto\Gamma^2/\Delta\mu^2\) with the other inputs fixed. Halving \(\Delta\mu\) would bring \(\kappa\) to about 3.4 and the leak-free variance to about 0.38. The assumption most easily broken in an array is identical supply: a 1 % difference between two wires shifts their lengths by 10 nm, about thirty times the intrinsic spread. Near-deterministic nucleation therefore gives equal lengths only if supply and starting time are equally uniform. The model also fails where the depleted species is so dilute that one layer takes much of it, as can happen for arsenic in a gallium droplet. Neither the linearised droplet law nor rapid layer completion can then be assumed.

The remaining values are in the numerical output.

## Table of computed values

```
Temperature 750 K, kT = 0.06463 eV
Wire radius 30 nm, lattice constant 0.5431 nm
Liquid volume per atom 0.018 nm^3, Si fraction 0.25
Step energy 0.50 eV/nm, supersaturation 0.050 eV
Area per atom 0.06386 nm^2, layer height 0.3136 nm
Atoms per layer 44275, Si atoms in droplet 785398
Fraction of droplet Si used by a layer 0.0564
Barrier 1.0031 eV = 15.52 kT
Critical nucleus 20.06 atoms
kappa formula 0.8482, from numerical barrier 0.8482
Growth speed 1.00 nm/s, layer rate 3.1892 1/s, mean interval 0.3136 s
Recovery time without leakage 0.3697 s
Rate after nucleation / mean: formula 0.6351, simulated 0.6348, linear 0.5759
Mean delay by one depletion 0.417 intervals = 0.1306 s
Waiting times: variance/mean^2 0.557, neighbour correlation -0.242
Saturated variance (layers^2): kappa, 1/kappa, exact, integral eq.
  0.3000  3.3333  3.4167  3.4167
  0.8482  1.1789  1.2623  1.2623
  3.0000  0.3333  0.4167  0.4167
  8.0000  0.1250  0.2174  0.2174
No leakage: mean layers, simulated variance, linear variance
  1  0.719  0.674
  4  1.225  1.139
  20  1.282  1.179
Leakage test, kappa 0.2, tau 5 intervals: time, simulated Fano, linear Fano
  1  0.859  0.867
  5  0.572  0.571
  40  0.292  0.294
Wire 1000 nm: 3189 layers in 1000 s
Count spread: 1.124 layers; Poisson 56.47 layers
Length spread: 0.352 nm; Poisson 17.71 nm
Leak time 20 s: kappa*rate*tau 54.10, long-time Fano 3.293e-04
  variance 2.207 layers^2, spread 1.486 layers
Full droplet law: variance 1.2526 layers^2, change -0.8 %
Prefactor linear in Si fraction: kappa 0.8905, variance 1.2063 layers^2
Thermodynamic factor doubled: variance 0.6728 layers^2
Arrival-noise test, 4 atoms per layer: slope 0.254, expected 0.250
Arrival noise in the example adds 0.0720 layers^2
Droplet mixing time R^2/D 0.90 us for D = 1e+09 nm^2/s
Si above equilibrium in droplet 10.80 layers
1 % supply difference between wires 31.9 layers = 10.0 nm
```
